\section*{Why donors in thin silicon nanowires in vacuum bind so strongly}

\section{The error in leaving out the vacuum}

Take a silicon wire of radius 5 nm, doped with $10^{18}$ donors per cm$^3$ and held at 300 K. If the donor level is corrected for the narrowness of the wire but not for the vacuum around it, the model below predicts that 41\% of the donors are ionized. With the vacuum included, the same model gives 4\%. Doping, radius and temperature are the same in both estimates. What changes is the energy needed to separate an electron from its donor.

That energy is not found by asking how far the conduction band moves, because the donor level moves too. The ionization energy is
\begin{equation}
I=E_{\rm free}-E_{\rm bound},
\label{eq:I}
\end{equation}
where $E_{\rm free}$ is the lowest subband edge of the wire and $E_{\rm bound}$ the energy of its neutral donor. An effect that raises both equally leaves $I$ unchanged.

\section{The model and its reference values}

The wire is an infinite cylinder of radius $R$ and permittivity $\epsilon_i$; outside it the permittivity is $\epsilon_o$. The electron has an isotropic effective mass $m$ and cannot cross the surface. The donor is a unit positive charge on the axis, at the origin, and there are no other carriers. Formulas are in Hartree atomic units, numbers in nm and meV. The parameters are rough values for silicon, $\epsilon_i=11.7$ and $m=0.30$, with $\epsilon_o=1$ for vacuum.

In bulk the donor is a scaled hydrogen atom with
\begin{equation}
a=\frac{\epsilon_i}{m},\qquad
I_{\rm bulk}=\frac{m}{2\epsilon_i^2},
\label{eq:bulk}
\end{equation}
which gives $a=2.06$ nm and $I_{\rm bulk}=29.8$ meV. I now write
\begin{equation}
I=I_{\rm bulk}+\Delta I_{\rm conf}+\Delta I_{\rm diel}.
\label{eq:split}
\end{equation}
The first gain comes from adding the wall while keeping $\epsilon_o=\epsilon_i$. The second comes from then lowering $\epsilon_o$ to 1 with the wall fixed. This order defines the split: without a wall, the electron would not be held inside the wire whose surface polarizes.

\section{What confinement does alone}

Let $f(\rho)$ be the lowest free state. It is proportional to $J_0(\alpha\rho/R)$, where $\alpha$ is the first zero of $J_0$, so that
\begin{equation}
E_{\rm free}=\frac{\alpha^2}{2mR^2}.
\label{eq:edge}
\end{equation}
To see why the donor level rises less than this, use the trial state $f\psi$ with $\psi=e^{-r/a}$. Expanding the gradient gives
\begin{align}
|\nabla(f\psi)|^2&=\psi^2|\nabla f|^2+2f\psi\nabla f\cdot\nabla\psi+f^2|\nabla\psi|^2\nonumber\\
&=\nabla f\cdot\nabla(f\psi^2)+f^2|\nabla\psi|^2.
\end{align}
On integration by parts the first term becomes $-f\psi^2\nabla^2f=2mE_{\rm free}f^2\psi^2$; the surface term vanishes because $f=0$ at the wall. Also $|\nabla\psi|^2=\psi^2/a^2$. The trial energy cannot lie below $E_{\rm bound}$, hence
\begin{equation}
I\ge\frac{1}{\epsilon_i}\left\langle\frac1r\right\rangle_{f^2\psi^2}-\frac{1}{2ma^2}.
\label{eq:var}
\end{equation}
With the weight $\psi^2$ alone, $\langle1/r\rangle=1/a$. The extra factor $f^2$ falls away from the axis, so its average over a sphere falls with $r$. It favours small $r$ and cannot lower $\langle1/r\rangle$. Since $1/(\epsilon_i a)=2I_{\rm bulk}$ and $1/(2ma^2)=I_{\rm bulk}$, equation~(\ref{eq:var}) gives $I\ge I_{\rm bulk}$. For a donor on the axis, the wall therefore never weakens the binding: it raises the free level at least as much as the donor level. This does not hold for every position. At a flat wall without a permittivity step, a donor keeps only a quarter of its bulk binding, because the electron must avoid the wall where the donor sits.

At $R=5$ nm the subband edge rises by 29.4 meV. The donor level moves from $-29.8$ to $-23.5$ meV, a rise of 6.3 meV. The ionization energy is thus $29.4+23.5=52.9$ meV, and $\Delta I_{\rm conf}=23$ meV.

Two limits show how this gain behaves. When $R\gg a$, the compact donor state hardly reaches the wall while the free state fills the wire, so $\Delta I_{\rm conf}\simeq\alpha^2/(2mR^2)$. When $R\ll a$, the motion is one-dimensional along $z$. A weak attractive potential $V(z)$ then binds a state $e^{-\kappa|z|}$ with $\kappa\simeq m\int|V|\,dz$. Here $|V|\simeq1/(\epsilon_i|z|)$ between $R$ and $1/\kappa$, so to leading logarithm
\begin{equation}
\kappa\simeq\frac{2m}{\epsilon_i}\ln\frac aR,\qquad
I\simeq\frac{\kappa^2}{2m}=4I_{\rm bulk}\ln^2\frac aR .
\end{equation}
This form shows the trend but is no estimate for a real wire: even at $R=a/1000$ it is about 80\% too large, mainly because $1/\kappa$ was replaced by $a$ in the logarithm; keeping $1/\kappa$ there gives a value about 18\% too small, since constants beside the logarithm also count. The subband edge grows as $1/R^2$, but the binding grows only as a squared logarithm: in very thin wires, most of the confinement energy is common to the free and bound states. At $R=5$ nm this is not yet so: the edge rises by 29.4 meV, the donor level by only 6.3 meV.

\section{The field of the donor in a wire}

The surface carries polarization charge wherever the permittivity jumps. For a unit charge at radius $\rho'$, the part of the bare potential $1/|\mathbf r-\mathbf r'|$ with angular order $n$ and wave number $k$ varies near the surface as $K_n(k\rho)$, times $I_n(k\rho')$. The polarization adds a part that is regular on the axis. Thus, up to a common factor,
\begin{equation}
\phi_{\rm in}=\frac{1}{\epsilon_i}\left[K_n(k\rho)+C_nI_n(k\rho)\right],\qquad
\phi_{\rm out}=D_nK_n(k\rho).
\end{equation}
Let the Bessel functions and their derivatives now be taken at $x=kR$. Continuity of the potential and of the normal displacement requires
\begin{align}
K_n+C_nI_n&=\epsilon_iD_nK_n,\\
K_n'+C_nI_n'&=\epsilon_oD_nK_n'.
\end{align}
The first equation gives $D_n=(1+C_nI_n/K_n)/\epsilon_i$. Inserting this in the second,
\begin{equation}
C_n\left(I_n'-\frac{\epsilon_o}{\epsilon_i}\frac{I_nK_n'}{K_n}\right)
=-\left(1-\frac{\epsilon_o}{\epsilon_i}\right)K_n',
\end{equation}
and multiplication by $\epsilon_iK_n$ yields
\begin{equation}
C_n=-\frac{(\epsilon_i-\epsilon_o)K_nK_n'}
{\epsilon_iI_n'K_n-\epsilon_oI_nK_n'}.
\label{eq:C}
\end{equation}
Because $K_n'<0$, $C_n$ has the sign of $\epsilon_i-\epsilon_o$.

For a donor on the axis the order $n=0$ alone survives, since $I_n(0)=0$ for $n\ge1$. With $1/r=(2/\pi)\int_0^\infty\cos(kz)K_0(k\rho)\,dk$, the image potential is
\begin{equation}
\phi_{\rm im}(\rho,z)=\frac{2}{\pi\epsilon_i}\int_0^\infty
\cos(kz)\,I_0(k\rho)\,C_0(kR)\,dk,
\label{eq:image}
\end{equation}
and the whole potential inside is $1/(\epsilon_ir)+\phi_{\rm im}$. Substituting $x=kR$ at the origin shows that $\phi_{\rm im}(0)\propto1/R$. For the 5 nm wire it amounts to 133.9 meV. The scale $1/(\epsilon_iR)$ is $2I_{\rm bulk}a/R=24.6$ meV, so the integral contributes a factor of about 5.4.

Far along the wire, small $x$ matters. There $I_0\simeq1$ and $I_1\simeq x/2$, while $K_1$ follows from the identity $I_0K_1+I_1K_0=1/x$. Keeping the leading logarithms gives
\begin{equation}
\frac{K_0+C_0}{\epsilon_i}\simeq
\frac{K_0}{\epsilon_o+(\epsilon_i-\epsilon_o)x^2K_0/2}
\simeq\frac{K_0}{\epsilon_o}-\frac{(\epsilon_i-\epsilon_o)x^2K_0^2}{2\epsilon_o^2}.
\end{equation}
The first term transforms to $1/(\epsilon_o|z|)$. In the second, $-x^2$ becomes $R^2d^2/dz^2$, and $K_0^2$ transforms to about $2\ln(|z|/R)/|z|$. Its second derivative is about $4\ln(|z|/R)/|z|^3$, so
\begin{equation}
\phi(0,z)\simeq\frac{1}{\epsilon_o|z|}\left[1+
\frac{2(\epsilon_i-\epsilon_o)}{\epsilon_o}\frac{R^2}{z^2}\ln\frac{|z|}{R}\right].
\label{eq:far}
\end{equation}
Only the leading logarithm of the correction is kept, and it is approached slowly: the correction term is about twice the true one at $z=10R$ and still 18\% too large at $60R$. The silicon stops screening at long range because the field lines have left it. The approach is from above: at intermediate distances the wire still guides some flux along its axis, and the potential exceeds that of a charge in empty space. If an effective permittivity is defined by $1/(z\phi)$, it is 4.5 at $z=0.3R$, 1.9 at $R$, 0.80 at $10R$ and 0.98 at $60R$. Values below one do not mean that vacuum has a permittivity below one; they express the guiding of flux.

As an independent test, Poisson's equation was solved by finite volumes for $\epsilon_o=1$. On the axis and at $\rho=R/2$, near $z=0$, $R$, $3R$ and $10R$, the result agreed with equation~(\ref{eq:image}) within 2\% of the image potential.

\section{The electron also polarizes the surface}

An electron at radius $\rho$ feels the charge that it induces itself. Building up its charge from zero costs half the product of final charge and final image potential. Summing equation~(\ref{eq:C}) over angular orders gives
\begin{equation}
\Sigma(\rho)=\frac{1}{\pi\epsilon_i}\sum_{n=0}^{\infty}(2-\delta_{n0})
\int_0^\infty C_n(kR)\,I_n^2(k\rho)\,dk .
\label{eq:sigma}
\end{equation}
For $\epsilon_i>\epsilon_o$ this energy is positive and rises towards the wall, because every $C_n$ is positive and no $I_n^2$ falls with $\rho$. Close to the wall, at distance $d$, the surface looks flat. The image charge then has relative size $(\epsilon_i-\epsilon_o)/(\epsilon_i+\epsilon_o)$ and lies $2d$ away, so
\begin{equation}
\Sigma\simeq\frac{\epsilon_i-\epsilon_o}{4\epsilon_i(\epsilon_i+\epsilon_o)d}.
\end{equation}
On the axis, comparison with equation~(\ref{eq:image}) gives $\Sigma(0)=\phi_{\rm im}(0)/2$.

Inside the wall the two Hamiltonians are
\begin{align}
H_{\rm free}&=-\frac{\nabla^2}{2m}+\Sigma(\rho),\\
H_{\rm bound}&=-\frac{\nabla^2}{2m}+\Sigma(\rho)-\frac{1}{\epsilon_ir}
-\phi_{\rm im}(\rho,z).
\label{eq:H}
\end{align}
The self-energy enters both. It lifts the band edge strongly, but as far as the free and bound electrons sample similar radii it drops out of $I$. What remains is the attraction to the donor's image potential.

To make this division precise, multiply $\Sigma$ and $\phi_{\rm im}$ by $\lambda$, which runs from 0 (wall alone) to 1 (wire in vacuum). For a normalized eigenstate, $dE/d\lambda=\langle\partial H/\partial\lambda\rangle$. Subtracting the two energies and integrating gives
\begin{equation}
\Delta I_{\rm diel}=\int_0^1\left[\langle\phi_{\rm im}\rangle_{\rm bound}
+\langle\Sigma\rangle_{\rm free}-\langle\Sigma\rangle_{\rm bound}\right]d\lambda .
\label{eq:lambda}
\end{equation}
For $R=5$ nm the image attraction supplies 133.5 meV and the self-energy difference 1.8 meV, together 135 meV. The ionization energy becomes
\begin{equation}
I=29.8+23.0+135.4=188.2\ \mathrm{meV},
\end{equation}
or 0.188 eV, 6.3 times the bulk value of the model. A finite-difference solution with step $R/60$ gives 188.3 meV, and 52.9 meV for confinement alone.

\section{Why the gain is so close to the image potential at the donor}

The attraction of 133.5 meV nearly equals $\phi_{\rm im}(0)=133.9$ meV, although the donor radius is 40\% of the wire radius. The main reason is that the image potential is nearly flat over the electron cloud: on the axis it has fallen by only 7\% at $z=R$. A partial cancellation brings the two values closer still. The sources of $\phi_{\rm im}$ lie on the surface, so inside the wire $\nabla^2\phi_{\rm im}=0$. Expanding about the donor,
\begin{equation}
\phi_{\rm im}\simeq\phi_{\rm im}(0)-\frac c2\left(z^2-\frac{\rho^2}{2}\right),
\qquad c=\frac{2}{\pi\epsilon_i}\int_0^\infty k^2C_0\,dk>0 .
\label{eq:harmonic}
\end{equation}
The potential falls along the wire but rises towards its surface. For a spherical electron cloud $\langle\rho^2\rangle=2\langle z^2\rangle$, and the correction cancels. A cloud stretched along the axis loses some attraction.

In a wide wire the kinetic energy of confinement scales as $1/R^2$ and $\Sigma$ as $1/R$. The self-energy eventually gathers the free electron near the axis, where $\Sigma$ is lowest. The self-energies of the free and bound electrons then cancel to leading order, leaving
\begin{equation}
\Delta I_{\rm diel}\simeq\phi_{\rm im}(0)\propto\frac1R
\qquad(R\to\infty).
\end{equation}
The computed gains, in meV, follow this rule well beyond its strict regime:
\begin{center}
\begin{tabular}{ccccc}
$R$ (nm) & $\Delta I_{\rm conf}$ & $\Delta I_{\rm diel}$ & $\phi_{\rm im}(0)$ & $I$\\
1.5 & 90 & 438 & 446 & 558\\
3 & 44 & 223 & 223 & 297\\
5 & 23 & 135 & 134 & 188\\
12 & 5.1 & 57 & 56 & 92\\
24 & 1.3 & 29 & 28 & 60
\end{tabular}
\end{center}
The fourth column is the value at 5 nm scaled as $1/R$. From 24 to 12 nm the dielectric gain doubles and the confinement gain grows by a factor of 3.98. At each radius in the table the dielectric gain is the larger. The shortfall of 8 meV at 1.5 nm has the sign expected from a stretched cloud. At this radius, however, effective mass and a local permittivity are doubtful, and the row shows a trend of the model rather than a prediction.

\section{Ionization as the cost of separating two charges}

The same result can be read as an account of polarization energy. The donor's own charging energy is $\Sigma(0)=67.0$ meV; it is constant and was left out of equation~(\ref{eq:H}). Once the charges are far apart, the surface polarization costs
\begin{equation}
\Sigma(0)+\langle\Sigma\rangle_{\rm free}=67.0+72.0\simeq139\ \mathrm{meV}.
\end{equation}
For the neutral donor it costs
\begin{equation}
\Sigma(0)+\langle\Sigma\rangle_{\rm bound}-\langle\phi_{\rm im}\rangle_{\rm bound}
=67.0+70.3-133.6\simeq4\ \mathrm{meV}.
\end{equation}
At each instant the electron and donor form a small dipole, whose field at the surface is weak; averaged over the electron cloud, the dipole is zero. Ionization turns one neutral object into two charges, each of which must polarize the surface by itself. The difference, 135 meV, matches the dielectric gain.

If this is the cause, the gain must change sign when the surroundings are more polarizable than silicon. With the same wall and $R=5$ nm, $\epsilon_o=25$ gives $I=41$ meV, below the 53 meV for $\epsilon_o=\epsilon_i$. Confinement is the same in both cases. The surface charge, absent for $\epsilon_o=\epsilon_i$, has for $\epsilon_o=25$ the opposite sign to that in vacuum.

\section{How many donors are ionized}

Let $x$ be the ionized fraction and $N$ the number of donors per unit length. For nondegenerate electrons and one bound orbital per valley, the spin and valley factors of band and donor cancel in this isotropic model. In real silicon the short-range part of the donor potential splits off one valley combination as the ground state, so the valley factor need not cancel. In the extreme case of a valley-singlet donor and four band valleys, the same $I$ and $N_b$ give about 65\% and 8\% instead of 41\% and 4\%. Mass action then reads
\begin{equation}
\frac{x^2}{1-x}=\frac{N_b}{N}e^{-I/k_BT},
\end{equation}
where $N_b$ is the thermally weighted number of band states per unit length for one spin and valley. It is evaluated with hard-wall subbands and held fixed in the comparison. At 300 K, $k_BT=25.85$ meV, so the dielectric gain reduces the right side by $e^{135.4/25.85}\simeq190$. The left side falls from $0.414^2/0.586=0.29$ to $0.039^2/0.961=0.0016$, which is the same factor within rounding.

These fractions are for isolated donors, and at $10^{18}$ cm$^{-3}$ that assumption is poor. The mean spacing along the wire is 12.7 nm, or $2.5R$. At $3R=15$ nm the potential energy is $2I_{\rm bulk}\,\epsilon_ia/(0.985\times15\ \mathrm{nm})\simeq97$ meV, nearly four times $k_BT$. An electron that has reached the next donor is therefore still strongly attracted to its own, and the two donors cannot be treated separately. Excited donor states, also omitted, would hold additional electrons. Counting only those without angular momentum about the axis, in a wire section reaching 40 nm to either side of the donor, lowers the two fractions to about 32\% and 3\%. The two percentages show the leverage of $I$ and should not be used as a carrier density for a device.

\section{Real wires and the limits of the model}

One assumption that real silicon wires readily break is the bare vacuum surface, since silicon oxidizes in air. A thick oxide with $\epsilon_o=3.9$ lowers $I$ from 188 to 87 meV at the same radius and with the same wall. A native oxide is thin: a shell of 1 or 2 nm with vacuum beyond it lowers $\phi_{\rm im}(0)$ only from 134 to about 123 or 114 meV, so $I$ should stay much nearer the vacuum value. Transistor channels usually have an insulator and a metal gate close by; the vacuum value should not be applied to them.

The omissions tested next change the 5 nm result less. For a wire along a cubic axis, with silicon-like masses of 0.19 and 0.92, a valley whose heavy axis lies across the wire gives about 182 meV if its two transverse masses are replaced by a circular average, and 185 meV if they are kept distinct. A valley whose heavy axis lies along the wire gives 199 meV, but measured from its own subband edge. That edge lies about 20 meV above the lowest edge of the wire, which belongs to the valleys across it. Measured from the lowest edge, as equation~(\ref{eq:I}) requires, the value is about 179 meV. Donors also differ from a point charge at short range. A well of range 0.2 nm, fitted to a rough bulk level of 45 meV, raises $I$ to 209 meV. The increase of 21 meV exceeds the 15 meV in bulk. A wall of finite height $V$, about 4 eV, lets the electron leak out with decay constant $\sqrt{2V}$, if its mass outside is that of a free electron. Continuity of $f$ and of its slope divided by the mass then makes $f$ inside the wire extrapolate to zero at a distance $1/(m\sqrt{2V})$, roughly 0.3 nm, beyond the surface. Widening the hard-wall wire by that amount lowers the confinement-only energy from 53 to 51 meV.

For a donor at $R/2$, a trial state restricted to the lowest radial subband proves that $I$ is at least 168 meV. The same restriction on the axis gives at least 182 meV, against the full value of 188 meV. Strong binding thus survives this displacement, but donors next to the surface were not treated. Nor was the loss of screening at atomic distances, which a local permittivity cannot describe and which matters most in the thinnest wires. The numerical output following this text lists the main values used here.

\section*{Numbers as computed}
\begin{verbatim}
inputs: eps_in 11.7, eps_out 1, mass 0.3 m_e, R 5.0 nm
bulk donor radius: 2.06 nm
bulk ionization energy: 29.8 meV
subband edge rise, confinement only: 29.4 meV
donor level in the wall only, from bulk band edge: -23.5 meV
ionization energy, confinement only: 52.9 meV
ionization energy, wire in vacuum: 188.2 meV
same in eV: 0.188 eV
ratio to bulk: 6.31
confinement gain: 23.0 meV
dielectric gain: 135.4 meV
  of which donor-image attraction: 133.5 meV
  of which self-energy difference: 1.8 meV
image potential energy at the donor: 133.9 meV
donor self-charging energy: 67.0 meV
free-electron self-charging energy: 72.0 meV
bound-electron self-charging energy: 70.3 meV
bound-electron attraction to donor image: 133.6 meV
polarization cost, charges apart: 138.9 meV
polarization cost, neutral donor: 3.6 meV
finite-difference check, wire in vacuum: 188.3 meV
finite-difference check, confinement only: 52.9 meV
effective permittivity 1/(z*phi) on the axis:
  z = 0.3 R: 4.465
  z = 1.0 R: 1.933
  z = 3.0 R: 0.985
  z = 10.0 R: 0.800
  z = 20.0 R: 0.885
  z = 60.0 R: 0.980
R (nm), confinement gain, dielectric gain, total I (meV):
  1.5  90.2  438.4  558.4
  3.0  44.3  223.0  297.1
  5.0  23.0  135.4  188.2
  12.0  5.1  57.4  92.3
  24.0  1.3  28.8  59.9
gain ratio 12 nm / 24 nm, confinement: 3.98
gain ratio 12 nm / 24 nm, dielectric: 2.00
I with thick oxide around, eps_out 3.9: 87.4 meV
I with high-k around, eps_out 25: 41.4 meV
valley masses: 0.19 and 0.92, circular mean 0.315 m_e
bulk I with anisotropic mass: 29.6 meV
wire I, valley along the axis: 198.5 meV
wire I, valley across the axis (circular mean): 182.0 meV
core well: range 0.2 nm, bulk level 45.0 meV
wire I with core well: 208.8 meV
soft wall: barrier 4.0 eV, shift 0.33 nm
confinement-only I with soft wall: 50.8 meV
single-subband lower bound, donor on axis: 181.7 meV
single-subband lower bound, donor at R/2: 168.2 meV
T 300 K, kT 25.85 meV, doping 1e+18 cm^-3
mean donor spacing along wire: 12.7 nm
ionized fraction, vacuum: 0.039
ionized fraction, confinement only: 0.414
\end{verbatim}
